\section*{Becke–Roussel Exchange in the Uniform Electron Gas as a Function of γ}

\section*{Problem}

The Becke--Roussel functional replaces the exchange hole around an electron of spin $\sigma$ by a simple model. An exponential density
\begin{equation}
N(r)=\frac{a^3}{8\pi}\,e^{-ar}
\label{eq:N}
\end{equation}
is centred at a distance $b$ from the electron and averaged over directions about the electron. Let $h(s)$ be the averaged hole at distance $s$, counted as a positive quantity. The two parameters $a,b$ are fixed at each point by the value and the curvature of the hole,
\begin{equation}
h(s)=n_\sigma+Q_\sigma s^2+\dots,\qquad
Q_\sigma=\frac16\left[\nabla^2n_\sigma-2\gamma D_\sigma\right],\qquad
D_\sigma=\tau_\sigma-\frac{|\nabla n_\sigma|^2}{4n_\sigma},
\label{eq:Q}
\end{equation}
where $\tau_\sigma=\sum_i|\nabla\psi_{i\sigma}|^2$ carries no factor $1/2$. The exchange energy is
\begin{equation}
E_x=\frac12\sum_\sigma\int n_\sigma U_\sigma\,d^3r,\qquad
U_\sigma=-4\pi\int_0^\infty s\,h(s)\,ds .
\label{eq:E}
\end{equation}
Atomic units are used in the algebra. The number $\gamma>0$ is adjustable.

\begin{enumerate}
\item For the uniform gas, find the exact hole, its potential and its curvature. Which $\gamma$ gives the exact curvature?
\item Find the ratio $R$ of Becke--Roussel to exact (Dirac) exchange energy as a function of $\gamma$, and show that $R=1$ for one value of $\gamma$ only.
\item Evaluate both energies per electron for an unpolarized gas of $0.20$ electrons per cubic angstrom, with $\gamma=0.8$ and $\gamma=1$. Which choice reproduces the Dirac energy, and how closely?
\item Explain the outcome by comparing the holes.
\end{enumerate}

\section*{Solution}

\subsection*{1. The exact hole}

The orbitals are plane waves filled up to $k=(6\pi^2n_\sigma)^{1/3}$. Their density matrix at separation $s$ is
\begin{align}
P(s)&=\int_{q<k}\frac{d^3q}{(2\pi)^3}\,e^{i\mathbf q\cdot\mathbf s}
=\frac{1}{2\pi^2s}\int_0^k q\sin(qs)\,dq\nonumber\\
&=\frac{\sin ks-ks\cos ks}{2\pi^2s^3}
=3n_\sigma\frac{j_1(z)}{z},\qquad z=ks,
\end{align}
with $j_1(z)=\sin z/z^2-\cos z/z$ and $k^3=6\pi^2n_\sigma$ used in the last step. The exchange energy of a determinant is $-\frac12\sum_\sigma\iint|P|^2/s$. Comparison with \eqref{eq:E} gives the hole
\begin{equation}
h_{\rm ex}(s)=\frac{|P(s)|^2}{n_\sigma}=9n_\sigma\left[\frac{j_1(z)}{z}\right]^2 .
\label{eq:hex}
\end{equation}
It contains one electron: by Parseval's theorem $\int|P|^2d^3s$ equals the integral of $1/(2\pi)^3$ over the occupied sphere, which is $n_\sigma$.

For the potential, insert \eqref{eq:hex} in \eqref{eq:E} with $s=z/k$:
\begin{equation}
U_{\rm ex}=-\frac{36\pi n_\sigma}{k^2}\int_0^\infty\frac{j_1^2}{z}\,dz
=-\frac{6k}{\pi}\int_0^\infty\frac{j_1^2}{z}\,dz .
\end{equation}
With $j_0=\sin z/z$, the relations $j_0'=-j_1$ and $j_1'=j_0-2j_1/z$ give
\begin{equation}
\frac{d}{dz}\left(j_0^2+j_1^2\right)=-2j_0j_1+2j_0j_1-\frac{4j_1^2}{z}=-\frac{4j_1^2}{z}.
\end{equation}
Since $j_0^2+j_1^2$ falls from 1 at $z=0$ to 0 at infinity, the integral is $1/4$, and
\begin{equation}
U_{\rm ex}=-\frac{3k}{2\pi}.
\label{eq:Uex}
\end{equation}
The energy per electron is $U_{\rm ex}/2$. In the unpolarized gas $n_\sigma=n/2$ and $k=(3\pi^2n)^{1/3}$, so this is the Dirac result $-\frac34(3n/\pi)^{1/3}$.

For the curvature, use $j_1/z=\frac13(1-z^2/10+z^4/280-\dots)$. Squaring gives
\begin{equation}
h_{\rm ex}=n_\sigma\left[1-\frac{k^2s^2}{5}+\frac{3k^4s^4}{175}-\dots\right],
\label{eq:hexseries}
\end{equation}
because $1/100+2/280=3/175$. On the side of the functional, both gradient terms in \eqref{eq:Q} vanish, and
\begin{equation}
\tau_\sigma=\frac{1}{2\pi^2}\int_0^kq^4\,dq=\frac{k^5}{10\pi^2}=\frac35k^2n_\sigma,
\qquad
Q_\sigma=-\frac{\gamma}{3}\tau_\sigma=-\frac{\gamma}{5}k^2n_\sigma .
\label{eq:Qgas}
\end{equation}
Comparison with \eqref{eq:hexseries} shows that $\gamma=1$ gives the exact curvature. Any other value is a deliberate departure from it.

This departure leaves one limit untouched. If a spin channel holds a single real orbital, $n_\sigma=\psi^2$ and $|\nabla n_\sigma|^2/(4n_\sigma)=|\nabla\psi|^2=\tau_\sigma$. Then $D_\sigma=0$, and the model hole does not depend on $\gamma$.

\subsection*{2. The model hole and the ratio $R(\gamma)$}

\paragraph{Value and curvature.} A point at distance $s$ from the electron lies at $r=\sqrt{b^2+s^2+2bsu}$ from the centre of $N$, where $u$ is the cosine of the angle. Since $r\,dr=bs\,du$, the average over $u$ is
\begin{equation}
h(s)=\frac12\int_{-1}^{1}N(r)\,du=\frac{1}{2bs}\int_{|b-s|}^{b+s}g(r)\,dr,\qquad g(r)=rN(r).
\end{equation}
For $s<b$, expand $g$ about $r=b$. Odd powers of $r-b$ integrate to zero, which leaves
\begin{equation}
h(s)=\frac1b\left[g(b)+\frac{s^2}{6}g''(b)+\frac{s^4}{120}g''''(b)+\dots\right].
\end{equation}
For the exponential \eqref{eq:N}, $g''=(a^2r-2a)N$ and $g''''=(a^4r-4a^3)N$. With $x=ab$,
\begin{equation}
h(s)=N(b)\left[1+\frac{a^2s^2}{6}\left(1-\frac2x\right)+\frac{a^4s^4}{120}\left(1-\frac4x\right)+\dots\right].
\label{eq:hseries}
\end{equation}

\paragraph{Potential.} Averaging about the electron does not change the Coulomb potential at the electron. It can therefore be computed from the original spherical density $N$, at distance $b$ from its centre. The charge inside $b$ acts as if concentrated at the centre, and each outer shell contributes its charge divided by its radius:
\begin{align}
-U&=\frac1b\int_0^b4\pi r^2N\,dr+\int_b^\infty4\pi rN\,dr\nonumber\\
&=\frac1b\left[1-e^{-x}\left(1+x+\frac{x^2}{2}\right)\right]+\frac a2(1+x)e^{-x}.
\end{align}
Writing $a/2=x/(2b)$ in the last term cancels the $x^2$ terms and half of the linear one:
\begin{equation}
U=-\frac{B(x)}{b},\qquad B(x)=1-e^{-x}\left(1+\frac x2\right).
\label{eq:U}
\end{equation}

\paragraph{Matching.} The condition $N(b)=n_\sigma=k^3/(6\pi^2)$ reads $a^3e^{-x}/(8\pi)=k^3/(6\pi^2)$, so
\begin{equation}
\frac ak=\left(\frac{4}{3\pi}\right)^{1/3}e^{x/3}.
\label{eq:ak}
\end{equation}
Equating the $s^2$ term of \eqref{eq:hseries} to \eqref{eq:Qgas} gives
\begin{equation}
\frac{a^2}{6}\,\frac{2-x}{x}=\frac{\gamma k^2}{5}.
\end{equation}
Positive $\gamma$ therefore requires $0<x<2$. Eliminating $a/k$,
\begin{equation}
\gamma(x)=\frac56\left(\frac{4}{3\pi}\right)^{2/3}e^{2x/3}\,\frac{2-x}{x}.
\label{eq:gamma}
\end{equation}
The ratio of \eqref{eq:U} to \eqref{eq:Uex}, with $1/b=a/x$, is
\begin{equation}
R(x)=\frac{2\pi}{3k}\,\frac{a\,B(x)}{x}
=\frac{2\pi}{3}\left(\frac{4}{3\pi}\right)^{1/3}\frac{e^{x/3}B(x)}{x}.
\label{eq:R}
\end{equation}
The density has dropped out. Both spin channels are multiplied by the same $R$, so $R$ is also the ratio of total exchange energies at any density and any spin polarization.

\paragraph{Uniqueness.} From \eqref{eq:gamma},
\begin{equation}
\frac{d\ln\gamma}{dx}=\frac23-\frac1x-\frac{1}{2-x}=\frac23-\frac{2}{x(2-x)}<0,
\end{equation}
because $x(2-x)\le1$. Thus $\gamma$ falls from infinity to zero as $x$ goes from 0 to 2, and each $\gamma$ belongs to one $x$. For $R$, note that $B'=\frac12(1+x)e^{-x}$, so
\begin{equation}
\frac{d\ln R}{dx}=\frac13-\frac1x+\frac{(1+x)e^{-x}}{2B}.
\end{equation}
Multiplication by the positive quantity $3x\,e^xB=3x(e^x-1-x/2)$ gives
\begin{align}
&(x-3)\left(e^x-1-\frac x2\right)+\frac32x(1+x)
=(x-3)e^x+x^2+2x+3\nonumber\\
&\qquad=\frac{x^2}{2}+\sum_{m=4}^\infty\frac{m-3}{m!}\,x^m>0 .
\end{align}
The last line follows because the coefficient of $x^m$ in $(x-3)e^x$ is $(m-3)/m!$. Hence $R$ rises with $x$ and falls with $\gamma$.

\paragraph{Limits.} For $\gamma\to0$, $x\to2$: the hole has no curvature at the electron, and \eqref{eq:R} gives $R\to1.118$. For $\gamma\to\infty$, $x\to0$. There $B\to x/2$, and
\begin{equation}
R\to\frac{\pi}{3}\left(\frac{4}{3\pi}\right)^{1/3}=\left(\frac{4\pi^2}{81}\right)^{1/3}=0.787 .
\end{equation}
In this limit $a$ stays finite while $b\to0$: the exponential sits on the electron, and its cusp supplies the unbounded curvature. The two limits lie on either side of 1, and $R$ is continuous and monotonic. One value $\gamma^*$ therefore gives the Dirac energy. Numerical solution of $R=1$ yields $x=1.1043$ and $\gamma^*=0.7970$.

\subsection*{3. Numbers for $\gamma=0.8$ and $\gamma=1$}

With $n_\sigma=0.10$ per cubic angstrom, $k=(6\pi^2\times0.10)^{1/3}=1.809\ \text{\AA}^{-1}$. The Dirac energy is $-6.2194$ eV per electron ($-0.22856$ hartree). The numerical forms of \eqref{eq:gamma} and \eqref{eq:R} are
\begin{equation}
\gamma=0.47063\,e^{2x/3}\,\frac{2-x}{x},\qquad R=1.57394\,\frac{e^{x/3}B(x)}{x}.
\end{equation}

\paragraph{$\gamma=0.8$.} The first equation has the root $x=1.10157$, for which $B=0.48460$. The hole parameters are $a=1.963\ \text{\AA}^{-1}$ and $b=x/a=0.561$ \AA. Then
\begin{equation}
R=1.57394\times\frac{e^{1.10157/3}\times0.48460}{1.10157}=0.9996,
\end{equation}
and the energy per electron is $0.9996\times(-6.2194)=-6.2169$ eV ($-0.22847$ hartree). It lies $0.0025$ eV above the Dirac value, an error of $0.04\%$ of that value.

\paragraph{$\gamma=1$.} Now $x=0.93487$, $B=0.42383$, $a=1.857\ \text{\AA}^{-1}$ and $b=0.504$ \AA. Hence
\begin{equation}
R=1.57394\times\frac{e^{0.93487/3}\times0.42383}{0.93487}=0.9745,
\end{equation}
and the energy is $-6.0606$ eV per electron ($-0.22272$ hartree). It is too weak by $0.159$ eV, or $2.6\%$ of the Dirac energy. Since $R$ does not depend on density, no change of density removes this error.

So $\gamma=0.8$ reproduces the Dirac energy closely and $\gamma=1$ does not, in the sense of these two percentages. The small error at $0.8$ reflects its distance from $\gamma^*$. Between $\gamma=0.7$ and $0.9$, $R$ falls from $1.0135$ to $0.9866$, a mean slope of $-0.135$. Multiplied by $0.8-0.797=0.003$, this gives $-0.0004$, as found.

As a check that does not use \eqref{eq:gamma} or \eqref{eq:R}, $a$ and $b$ were also found numerically, by requiring the directly averaged exponential to have the prescribed value and curvature at the electron, and the potential was integrated from that hole. For four values of $\gamma$ and two densities differing by a factor of 30, the ratios agree with $R$ within $3\times10^{-5}$. The numerical output follows this text.

\subsection*{4. Why the exact curvature gives the poorer energy}

Let $C(s)$ be the hole charge within distance $s$, so that $dC/ds=4\pi s^2h$. Integration by parts gives
\begin{equation}
U=-\int_0^\infty\frac1s\frac{dC}{ds}\,ds=-\int_0^\infty\frac{C(s)}{s^2}\,ds .
\label{eq:C}
\end{equation}
The boundary term $C/s$ vanishes at both ends, since $C\propto s^3$ near zero and $C\to1$ at infinity. More charge close to the electron means stronger exchange. For the gas of part 3 the enclosed charges are:

\begin{center}
\begin{tabular}{cccc}
$s$ (\AA) & exact & $\gamma=0.8$ & $\gamma=1$\\
0.5 & 0.0475 & 0.0478 & 0.0468\\
1.0 & 0.2835 & 0.2605 & 0.2466\\
1.5 & 0.5955 & 0.5179 & 0.4921\\
2.0 & 0.7655 & 0.7194 & 0.6920\\
3.0 & 0.8054 & 0.9228 & 0.9070\\
6.0 & 0.9126 & 0.9993 & 0.9988
\end{tabular}
\end{center}

\paragraph{The case $\gamma=1$.} Model and exact hole agree through order $s^2$. At order $s^4$ they separate: the exact coefficient in \eqref{eq:hexseries} is positive, while that in \eqref{eq:hseries} is negative for every $x<4$, hence for all $x$ allowed here. The model hole therefore starts to fall below the exact one, and by $1.5$ \AA\ it encloses $0.10$ electron less. Beyond about $2.3$ \AA\ the order of the enclosed charges is reversed, because the model hole is the larger one between about $1.6$ and $3.2$ \AA, around the first node of the exact hole. Only beyond about $4$ \AA\ is the exact hole again the larger one on average. At large distance $j_1\approx-\cos z/z$. Replacing $\cos^2z$ by its mean $1/2$, the exact charge still missing beyond $s$ is
\begin{equation}
1-C_{\rm ex}(s)\approx\frac6\pi\int_{ks}^\infty\frac{dz}{2z^2}=\frac{3}{\pi ks},
\end{equation}
which is $0.088$ at $6$ \AA, close to the tabulated $0.087$. The exponential model has no such tail. Its surplus in $C$ beyond $2.3$ \AA\ enters \eqref{eq:C} with the weight $1/s^2$ and returns $3.4\%$ of $|U_{\rm ex}|$, which does not make up for the $6.0\%$ lost nearer the electron. The computed energy shows the net loss of $2.6\%$.

\paragraph{The case $\gamma=0.8$.} The weaker curvature keeps more charge near the electron: at each tabulated radius the unrounded enclosed charge exceeds that for $\gamma=1$. The hole is still not the exact one. It encloses $0.08$ electron too little at $1.5$ \AA\ and $0.12$ too much at $3$ \AA. The two errors nearly cancel in the single integral \eqref{eq:C}. The agreement at $\gamma=0.8$ is thus an agreement of energies and not of holes.

\paragraph{Scope.} The value $0.8$ is tied to the exponential model and to the uniform gas. Nothing above shows that it improves the energy of a strongly inhomogeneous density, where $\nabla^2n_\sigma$ and $D_\sigma$ vary independently.

The result also concerns $U$, which is not the exchange potential $v_x$ of the Kohn--Sham equations. The Dirac energy density is proportional to $n_\sigma^{4/3}$, so $v_x=\frac43\cdot\frac12U_{\rm ex}=\frac23U_{\rm ex}=-k/\pi$. A potential built on the hole potential, as in the Becke--Johnson construction, must add $v_x-U_{\rm ex}=k/(2\pi)$. By \eqref{eq:Qgas}, $k=\sqrt{5\tau_\sigma/(3n_\sigma)}$, so the term can be written
\begin{equation}
\frac{k}{2\pi}=\frac{1}{2\pi}\sqrt{\frac53}\,\sqrt{\frac{\tau_\sigma}{n_\sigma}} .
\end{equation}
If $U_{\rm ex}$ is then replaced by the Becke--Roussel potential $RU_{\rm ex}$, the error $(R-1)U_{\rm ex}$ is $\frac32(R-1)$ relative to $v_x$. This amounts to $0.06\%$ for $\gamma=0.8$ and $3.8\%$ for $\gamma=1$, in both cases making the uniform-gas potential too shallow.

\section*{Computed values}
\begin{verbatim}
total density: 0.20 1/angstrom^3
density of one spin: 0.10 1/angstrom^3
Fermi wavenumber k: 1.80919 1/angstrom
exact hole charge by quadrature: 0.99999
exact hole potential by quadrature: -12.4388 eV
Dirac energy per electron: -6.2194 eV = -0.228558 hartree
prefactor of gamma(x): 0.470628
prefactor of R(x): 1.573940
gamma = 0.8:
  curvature Q: -0.052371 1/angstrom^5
  x = a b: 1.101565
  a: 1.96282 1/angstrom
  b: 0.56121 angstrom
  bracket 1-exp(-x)(1+x/2): 0.484597
  hole potential U: -12.4338 eV
  BR energy per electron: -6.2169 eV = -0.228467 hartree
  BR minus Dirac, per electron: +0.00249 eV
  R: 0.999600, R-1: -0.0400 %
gamma = 1.0:
  curvature Q: -0.065463 1/angstrom^5
  x = a b: 0.934873
  a: 1.85674 1/angstrom
  b: 0.50350 angstrom
  bracket 1-exp(-x)(1+x/2): 0.423832
  hole potential U: -12.1211 eV
  BR energy per electron: -6.0606 eV = -0.222722 hartree
  BR minus Dirac, per electron: +0.15881 eV
  R: 0.974465, R-1: -2.5535 %
R = 1 at gamma*: 0.79704, with x: 1.104302
scan of gamma, x, R:
  gamma -> 0: x = 2, R = 1.11792
  0.4  1.53109  1.05853
  0.6  1.30311  1.02810
  0.7  1.19825  1.01350
  0.8  1.10157  0.99960
  0.9  1.01375  0.98656
  1.0  0.93487  0.97446
  1.2  0.80197  0.95315
  2.0  0.49261  0.89791
  gamma -> infinity: x = 0, R = 0.78697
enclosed hole charge: radius (angstrom), exact, gamma 0.8, gamma 1
  0.5  0.0475  0.0478  0.0468
  1.0  0.2835  0.2605  0.2466
  1.5  0.5955  0.5179  0.4921
  2.0  0.7655  0.7194  0.6920
  3.0  0.8054  0.9228  0.9070
  6.0  0.9126  0.9993  0.9988
\end{verbatim}
